# Deriving the generalized Kohn–Sham scheme from a constrained search: a program that tests the result

```python
# Generalized Kohn-Sham (GKS) theory on a lattice, Hartree atomic units.
# S[Phi] = <Phi|T + alpha W|Phi>, FS[n] = min_{Phi->n} S, F[n] = min_{Psi->n} <T+W>,
# R = F - FS.  Under test: E0 = min_Phi {S + R[n_Phi] + v.n}; the minimiser has the exact
# density and solves [T + alpha(vH + K) + v + vR] phi = eps phi, K = -w*gamma nonlocal,
# vR = dR/dn = u - v + const local (u: multiplier of the density constraint); and the
# alpha dependence: dFS/dalpha = W, du/dalpha = -(vH+vx), curvature c2, gap slope Delta_x.
# Model: N spin-polarised electrons, M sites, spacing 1 bohr, soft-Coulomb w and wells v.
import numpy as np
from itertools import combinations
from scipy.optimize import minimize
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(1)
M, N = 12, 3
x = np.arange(1.0, M + 1)
wells = (3.0, 6.0, 10.0)
v = -sum(1 / np.sqrt((x - X) ** 2 + 1) for X in wells)
w = 1 / np.sqrt((x[:, None] - x[None, :]) ** 2 + 1)
T = np.eye(M) - 0.5 * (np.eye(M, k=1) + np.eye(M, k=-1))
I_M = np.eye(M)

def many_body(n_el):
    states = list(combinations(range(M), n_el))
    index = {s: k for k, s in enumerate(states)}
    occ = np.zeros((len(states), M))
    Tm = np.zeros((len(states), len(states)))
    Wd = np.zeros(len(states))
    for k, s in enumerate(states):
        occ[k, list(s)] = 1
        Tm[k, k] = sum(T[i, i] for i in s)
        Wd[k] = sum(w[i, j] for i, j in combinations(s, 2))
        for i in s:
            if i + 1 < M and i + 1 not in s:   # neighbour hop keeps the order: no sign
                l = index[tuple(i + 1 if j == i else j for j in s)]
                Tm[k, l] = Tm[l, k] = T[i, i + 1]
    return np.array(states), occ, Tm, Wd

states, occ, Tm, Wd = many_body(N)
H0 = Tm + np.diag(Wd)

def interacting(u):
    E, V = np.linalg.eigh(H0 + np.diag(occ @ u))
    A = (occ.T * V[:, 0]) @ V[:, 1:]
    return E[0], occ.T @ V[:, 0] ** 2, -2 * (A / (E[1:] - E[0])) @ A.T, (E, V)

def one_body(h0):
    def solve(u):
        e, C = np.linalg.eigh(h0 + np.diag(u))
        P = (C[:, :N, None] * C[:, None, N:]).reshape(M, -1)
        d = (e[None, N:] - e[:N, None]).ravel()
        return e[:N].sum(), (C[:, :N] ** 2).sum(1), -2 * (P / d) @ P.T, (e, C)
    return solve

def invert(solve, target, u):
    # Newton maximisation of the concave E[u] - u.target
    res = solve(u)
    for _ in range(200):
        r = res[1] - target
        if abs(r).max() < 1e-12:
            return u, res
        du = -np.linalg.pinv(res[2], rcond=1e-9, hermitian=True) @ r
        du /= max(1.0, abs(du).max())
        G = res[0] - u @ target
        for _ in range(40):
            new = solve(u + du)
            if new[0] - (u + du) @ target > G - 1e-12:
                break
            du = du / 2
        u, res = u + du, new
    raise RuntimeError("inversion failed")

def parts(g):
    n = g.diagonal().real
    return np.trace(T @ g).real, 0.5 * n @ w @ n, -0.5 * (w * abs(g) ** 2).sum()

def S_gamma(g, a, hart=1.0):
    t, eh, ex = parts(g)
    return t + a * (hart * eh + ex)

def fock(g, a, hart=1.0):
    return T + a * (hart * np.diag(w @ g.diagonal().real) - w * g)

def S_many(C, a):
    amp = np.linalg.det(C[states])
    return (amp.conj() @ (Tm @ amp + a * Wd * amp)).real / (abs(amp) ** 2).sum()

def gamma_of(C):
    return C @ np.linalg.inv(C.conj().T @ C) @ C.conj().T

def F_exact(target, u):
    u, res = invert(interacting, target, u)
    return res[0] - u @ target, u

def gks_invert(a, target, u, g):
    for _ in range(2000):
        u, res = invert(one_body(fock(g, a)), target, u)
        e, C = res[3]
        gn = C[:, :N] @ C[:, :N].T
        err, g = abs(gn - g).max(), gn
        if err < 1e-10:
            return dict(FS=S_gamma(g, a) + u @ (g.diagonal() - target), u=u, g=g, e=e, C=C, chi=res[2])
    raise RuntimeError("GKS inversion failed")

def objective(y, a, lam, mu, target, hart):
    C = (y[:M * N] + 1j * y[M * N:]).reshape(M, N)
    Si = np.linalg.inv(C.conj().T @ C)
    g = C @ Si @ C.conj().T
    c = g.diagonal().real - target
    val = S_gamma(g, a, hart) + lam @ c + 0.5 * mu * (c * c / target).sum()
    G = (I_M - g) @ (fock(g, a, hart) + np.diag(lam + mu * c / target)) @ C @ Si
    return val, 2 * np.concatenate([G.real.ravel(), G.imag.ravel()])

def search(a, lam, mus, target, hart=1.0):
    # augmented-Lagrangian search over complex determinants from a random start
    C = np.linalg.qr(rng.normal(size=(M, N)) + 1j * rng.normal(size=(M, N)))[0]
    for mu in mus:
        y = np.concatenate([C.real.ravel(), C.imag.ravel()])
        y = minimize(objective, y, args=(a, lam, mu, target, hart), jac=True,
                     method="BFGS", options=dict(gtol=1e-9, maxiter=2000)).x
        C = np.linalg.qr((y[:M * N] + 1j * y[M * N:]).reshape(M, N))[0]
        g = C @ C.conj().T
        c = g.diagonal().real - target
        lam = lam + mu * c / target
        if mu > 0 and abs(c).max() < 1e-9:
            break
    return g, lam, C

center = lambda f: f - f.mean()
row = lambda f: " ".join(f"{z:7.4f}" for z in f)

# exact reference
E0, n0, _, (Eall, Vall) = interacting(v)
F0 = Vall[:, 0] @ H0 @ Vall[:, 0]
def ground(n_el):
    _, o, t, wd = many_body(n_el)
    return np.linalg.eigvalsh(t + np.diag(wd + o @ v))[0]
Em, Ep = ground(N - 1), ground(N + 1)
Ion, Aff = Em - E0, E0 - Ep
assert Eall[1] - Eall[0] > 1e-3

# Slater-Condon value, unitary invariance, gradient of S
Cr = np.linalg.qr(rng.normal(size=(M, N)) + 1j * rng.normal(size=(M, N)))[0]
U = np.linalg.qr(rng.normal(size=(N, N)) + 1j * rng.normal(size=(N, N)))[0]
dC = rng.normal(size=(M, N)) + 1j * rng.normal(size=(M, N))
gr = gamma_of(Cr)
assert abs(S_many(Cr, 0.6) - S_gamma(gr, 0.6)) < 1e-11
assert abs(S_many(Cr @ U, 0.6) - S_many(Cr, 0.6)) < 1e-11
fd = (S_many(Cr + 1e-5 * dC, 0.6) - S_many(Cr - 1e-5 * dC, 0.6)) / 2e-5
assert abs(fd - 2 * np.trace(dC.conj().T @ (I_M - gr) @ fock(gr, 0.6) @ Cr).real) < 1e-6

# GKS systems with the exact density
alphas = [0.0, 0.25, 0.5, 0.75, 1.0]
sol, u, g = {}, v.copy(), np.zeros((M, M))
for a in alphas:
    s = gks_invert(a, n0, u, g)
    u, g = s["u"], s["g"]
    shift = -Ion - s["e"][N - 1]                 # convention eps_HOMO = -I
    s["vR"], s["eps"] = u + shift - v, s["e"] + shift
    s["T"], s["EH"], s["Ex"] = parts(g)
    s["R"], s["Ec"] = F0 - s["FS"], F0 - S_many(s["C"][:, :N], 1.0)
    s["gap"] = s["e"][N] - s["e"][N - 1]
    Eeig = s["eps"][:N].sum() - a * (s["EH"] + s["Ex"]) - s["vR"] @ n0 + s["R"]
    assert abs(Eeig - E0) < 1e-8
    sol[a] = s

# direct constrained search and representability check
mus = [5, 20, 100] + [200] * 9
found = {}
for a in (0.25, 1.0):
    s = sol[a]
    runs = [search(a, np.zeros(M), mus, n0) for _ in range(3)]
    runs = [r for r in runs if abs(r[0].diagonal().real - n0).max() < 1e-7]
    best = min(runs, key=lambda r: S_many(r[2], a))
    found[a] = S_many(best[2], a)
    assert abs(found[a] - s["FS"]) < 1e-6
    assert abs(best[0] - s["g"]).max() < 1e-5
    assert abs(center(best[1]) - center(s["u"])).max() < 1e-4
    free = [search(a, s["u"], [0, 0], n0)[0] for _ in range(3)]
    val = lambda gg: S_gamma(gg, a) + s["u"] @ (gg.diagonal().real - n0)
    gb = min(free, key=val)
    assert abs(val(gb) - s["FS"]) < 1e-8 and abs(gb.diagonal().real - n0).max() < 1e-5
s = sol[0.25]
hy = min((search(0.25, np.zeros(M), mus, n0, hart=0.0) for _ in range(2)),
         key=lambda r: abs(r[0] - s["g"]).max())
assert abs(hy[0] - s["g"]).max() < 1e-5
assert abs(center(hy[1]) - center(s["u"] + 0.25 * w @ n0)).max() < 1e-4

# functional derivatives along a norm-conserving direction
r = rng.normal(size=M)
dn, t = n0 * (r - n0 @ r / N), 5e-4
Fp, Fm = (F_exact(n0 + k * t * dn, v)[0] for k in (1, -1))
Sp, Sm = (gks_invert(0.25, n0 + k * t * dn, s["u"], s["g"])["FS"] for k in (1, -1))
dR_fd = ((Fp - Sp) - (Fm - Sm)) / (2 * t)
assert abs((Fp - Fm) / (2 * t) + v @ dn) < 1e-5
assert abs((Sp - Sm) / (2 * t) + s["u"] @ dn) < 1e-5
assert abs(dR_fd - s["vR"] @ dn) < 1e-5

# full functional at a non-stationary determinant: bound and chain rule
def remainder(n, vi, u, g):
    F, vi = F_exact(n, vi)
    q = gks_invert(0.25, n, u, g)
    return F - q["FS"], q["u"] - vi, vi, q
def E_gks(C):
    n = gamma_of(C).diagonal().copy()
    R, vR, _, _ = remainder(n, v, s["u"], s["g"])
    return S_many(C, 0.25) + R + v @ n, vR
Ct = np.linalg.qr(s["C"][:, :N] + 0.03 * rng.normal(size=(M, N)))[0]
dC = rng.normal(size=(M, N)); dC /= np.linalg.norm(dC)
Et, vRt = E_gks(Ct)
gt = Ct @ Ct.T
g_fd = (E_gks(Ct + 1e-4 * dC)[0] - E_gks(Ct - 1e-4 * dC)[0]) / 2e-4
g_op = 2 * np.trace(dC.T @ (I_M - gt) @ (fock(gt, 0.25) + np.diag(v + vRt)) @ Ct)
assert Et > E0 + 1e-5 and abs(g_fd - g_op) < 1e-5

# self-consistent loop with exact vR[n] from a uniform density
n, vi, u, g = np.full(M, N / M), np.zeros(M), np.zeros(M), np.zeros((M, M))
mix, last = 0.4, np.inf
for it in range(1, 121):
    R, vR, vi, q = remainder(n, vi, u, g)
    u, g = q["u"], q["g"]
    gs = g.copy()
    for _ in range(1000):
        C = np.linalg.eigh(fock(gs, 0.25) + np.diag(v + vR))[1][:, :N]
        d = C @ C.T - gs
        gs = gs + 0.5 * d
        if abs(d).max() < 1e-11:
            break
    err = abs(gs.diagonal() - n).max()
    if err < 1e-8:
        break
    if err > last:
        mix /= 2
    last = err
    n = n + mix * (gs.diagonal() - n)
E_scf = S_many(C, 0.25) + R + v @ n
assert abs(n - n0).max() < 1e-6 and abs(E_scf - E0) < 1e-7

# dependence on alpha
h = 0.01
p, m = (gks_invert(0.5 + k * h, n0, sol[0.5]["u"], sol[0.5]["g"]) for k in (1, -1))
assert abs((p["FS"] - m["FS"]) / (2 * h) - sol[0.5]["EH"] - sol[0.5]["Ex"]) < 1e-6
FS = np.array([sol[a]["FS"] for a in alphas])
assert np.all(np.diff(FS, 2) < 0)
assert all(sol[a]["T"] > sol[0.0]["T"] + 1e-9 for a in alphas[1:])
Ec = np.array([sol[a]["Ec"] for a in alphas])
assert np.all(Ec < 0) and np.all(np.diff(Ec) > 0)
k0 = sol[0.0]
C, e = k0["C"], k0["e"]
K = -w * k0["g"]
D = e[None, N:] - e[:N, None]
dnK = -2 * np.einsum("xi,xa,ia->x", C[:, :N], C[:, N:], (C[:, :N].T @ K @ C[:, N:]) / D)
vx = np.linalg.pinv(k0["chi"], rcond=1e-9, hermitian=True) @ dnK
Xp, Xm = (parts(gks_invert(0.0, n0 + k * t * dn, k0["u"], k0["g"])["g"])[2] for k in (1, -1))
assert abs((Xp - Xm) / (2 * t) - vx @ dn) < 1e-5
P = C.T @ (K - np.diag(vx)) @ C
c2, Dx = -(P[:N, N:] ** 2 / D).sum(), P[N, N] - P[N - 1, N - 1]
p, m = (gks_invert(k * h, n0, k0["u"], k0["g"]) for k in (1, -1))
c2_fd = (p["FS"] + m["FS"] - 2 * k0["FS"]) / (2 * h * h)
Dx_fd = ((p["e"][N] - p["e"][N - 1]) - (m["e"][N] - m["e"][N - 1])) / (2 * h)
assert abs(c2_fd / c2 - 1) < 1e-2 and abs(Dx_fd - Dx) < 2e-4
assert abs(center((p["u"] - m["u"]) / (2 * h) + w @ n0 + vx)).max() < 1e-3

# plain Hartree-Fock: not the alpha = 1 GKS system
ehf = lambda gg: S_gamma(gg, 1.0) + v @ gg.diagonal().real
ghf = min((search(1.0, v, [0, 0], n0)[0] for _ in range(3)), key=ehf)
dn_hf = abs(ghf.diagonal().real - n0).sum()
assert E0 < ehf(ghf) < sol[1.0]["FS"] + v @ n0 and dn_hf > 1e-4

print(f"model: M={M} sites, spacing 1 bohr, N={N}, wells at {wells} bohr, dim={len(states)}")
for name, f in (("v (Ha)", v), ("n0 (e/site)", n0)):
    print(f"{name} sites 1-6 : {row(f[:6])}")
    print(f"{name} sites 7-12: {row(f[6:])}")
print(f"E(N-1), E0, E(N+1) = {Em:.6f} {E0:.6f} {Ep:.6f} Ha")
print(f"F[n0] = {F0:.6f} Ha, v.n0 = {v @ n0:.6f} Ha, E_H = {k0['EH']:.6f} Ha")
print(f"first excitation = {Eall[1] - Eall[0]:.6f} Ha")
print(f"I = {Ion:.6f} Ha, A = {Aff:.6f} Ha")
print(f"I-A = {Ion - Aff:.6f} Ha = {(Ion - Aff) * EV:.3f} eV")
print("alpha   FS        T         Ex        W         R        (Ha)")
for a in alphas:
    q = sol[a]
    print(f"{a:.2f} {q['FS']:9.6f} {q['T']:9.6f} {q['Ex']:9.6f} {q['EH'] + q['Ex']:9.6f} {q['R']:9.6f}")
print("alpha   Ec (Ha)   T-Ts (Ha)  gap (Ha)  gap (eV)")
for a in alphas:
    q = sol[a]
    print(f"{a:.2f} {q['Ec']:10.6f} {q['T'] - k0['T']:10.3e} {q['gap']:9.6f} {q['gap'] * EV:7.3f}")
print("gauge for eps and vR: eps_HOMO = -I")
for a in (0.0, 0.25, 1.0):
    print(f"alpha={a:.2f} eps1..4 (Ha): {row(sol[a]['eps'][:4])}")
    print(f"alpha={a:.2f} vR 1-6  (Ha): {row(sol[a]['vR'][:6])}")
    print(f"alpha={a:.2f} vR 7-12 (Ha): {row(sol[a]['vR'][6:])}")
print(f"alpha=0.25 sum eps = {s['eps'][:N].sum():.6f} Ha, vR.n0 = {s['vR'] @ n0:.6f} Ha")
print(f"alpha=0.25 alpha*K row site 6, cols 4-9 (Ha): {row(-0.25 * (w * s['g'])[5, 3:9])}")
print(f"direct search FS(0.25), FS(1) = {found[0.25]:.6f} {found[1.0]:.6f} Ha")
print(f"dR along dn: finite diff {dR_fd:.6f}, vR.dn {s['vR'] @ dn:.6f} Ha")
print(f"trial determinant: E-E0 = {Et - E0:.6f} Ha")
print(f"trial gradient: finite diff {g_fd:.6f}, operator {g_op:.6f} Ha")
print(f"SCF alpha=0.25: {it} cycles, E = {E_scf:.6f} Ha, max|n-n0| = {abs(n - n0).max():.1e} e")
print(f"E0 = {E0:.6f} Ha = {E0 * EV:.3f} eV")
print(f"c2: formula {c2:.4e}, finite diff {c2_fd:.4e} Ha")
print(f"Delta_x: formula {Dx:.6f}, finite diff {Dx_fd:.6f} Ha")
print(f"KS gap + Delta_x = {k0['gap'] + Dx:.6f} Ha")
print(f"Hartree-Fock: E = {ehf(ghf):.6f} Ha, sum|n-n0| = {dn_hf:.5f} e")
print(f"FS(1) + v.n0 = {sol[1.0]['FS'] + v @ n0:.6f} Ha")
print("checks complete")
```

Running it gives:

```
model: M=12 sites, spacing 1 bohr, N=3, wells at (3.0, 6.0, 10.0) bohr, dim=220
v (Ha) sites 1-6 : -0.7538 -1.0737 -1.4576 -1.3187 -1.3504 -1.5588
v (Ha) sites 7-12: -1.2659 -1.0905 -1.1877 -1.3840 -1.0273 -0.7220
n0 (e/site) sites 1-6 :  0.0456  0.2457  0.4936  0.2149  0.2162  0.4840
n0 (e/site) sites 7-12:  0.2427  0.0930  0.2114  0.4857  0.2270  0.0402
E(N-1), E0, E(N+1) = -2.202353 -2.688560 -2.433096 Ha
F[n0] = 1.253057 Ha, v.n0 = -3.941617 Ha, E_H = 1.875481 Ha
first excitation = 0.408352 Ha
I = 0.486207 Ha, A = -0.255464 Ha
I-A = 0.741670 Ha = 20.182 eV
alpha   FS        T         Ex        W         R        (Ha)
0.00  0.502180  0.502180 -1.119803  0.755678  0.750877
0.25  0.690962  0.502311 -1.120879  0.754602  0.562096
0.50  0.879493  0.502658 -1.121810  0.753671  0.373564
0.75  1.067806  0.503166 -1.122627  0.752854  0.185251
1.00  1.255928  0.503798 -1.123352  0.752129 -0.002870
alpha   Ec (Ha)   T-Ts (Ha)  gap (Ha)  gap (eV)
0.00  -0.004800  0.000e+00  0.371220  10.101
0.25  -0.003855  1.311e-04  0.473970  12.897
0.50  -0.003271  4.776e-04  0.578056  15.730
0.75  -0.002963  9.859e-04  0.683274  18.593
1.00  -0.002870  1.618e-03  0.789462  21.482
gauge for eps and vR: eps_HOMO = -I
alpha=0.00 eps1..4 (Ha): -0.6780 -0.5908 -0.4862 -0.1150
alpha=0.00 vR 1-6  (Ha):  0.3652  0.4325  0.5267  0.7084  0.7421  0.6356
alpha=0.00 vR 7-12 (Ha):  0.6425  0.7425  0.5884  0.4690  0.3975  0.3452
alpha=0.25 eps1..4 (Ha): -0.6973 -0.6039 -0.4862 -0.0122
alpha=0.25 vR 1-6  (Ha):  0.2771  0.3287  0.4002  0.5340  0.5589  0.4819
alpha=0.25 vR 7-12 (Ha):  0.4859  0.5566  0.4436  0.3553  0.3011  0.2611
alpha=1.00 eps1..4 (Ha): -0.7496 -0.6380 -0.4862  0.3033
alpha=1.00 vR 1-6  (Ha):  0.0168  0.0214  0.0241  0.0163  0.0155  0.0247
alpha=1.00 vR 7-12 (Ha):  0.0208  0.0061  0.0160  0.0195  0.0177  0.0148
alpha=0.25 sum eps = -1.787399 Ha, vR.n0 = 1.274606 Ha
alpha=0.25 alpha*K row site 6, cols 4-9 (Ha): -0.0117 -0.0526 -0.1210 -0.0592 -0.0167 -0.0028
direct search FS(0.25), FS(1) = 0.690962 1.255928 Ha
dR along dn: finite diff -0.074756, vR.dn -0.074756 Ha
trial determinant: E-E0 = 0.045914 Ha
trial gradient: finite diff -0.090712, operator -0.090712 Ha
SCF alpha=0.25: 36 cycles, E = -2.688560 Ha, max|n-n0| = 9.7e-09 e
E0 = -2.688560 Ha = -73.159 eV
c2: formula -2.3243e-03, finite diff -2.3243e-03 Ha
Delta_x: formula 0.407989, finite diff 0.407988 Ha
KS gap + Delta_x = 0.779209 Ha
Hartree-Fock: E = -2.685732 Ha, sum|n-n0| = 0.01704 e
FS(1) + v.n0 = -2.685689 Ha
checks complete
```
